# Surface-diffusion grooves at oxide grain boundaries and the one-fourth power law

## 1. A single ripple

Take a one-component solid whose surface has the height

\[
y(x,t)=a(t)\cos kx,\qquad |ak|\ll1 .
\]

The surface energy \(\gamma_s\) is isotropic. Per unit length along the ripple crests, the energy is

\[
F=\gamma_s\int\sqrt{1+y_x^2}\,dx\simeq\gamma_s\int\left(1+\tfrac12y_x^2\right)dx .
\]

Let the height change by \(\delta y\), localized away from the ends. One integration by parts gives

\[
\delta F=\gamma_s\int y_x\,\delta y_x\,dx=-\gamma_s\int y_{xx}\,\delta y\,dx .
\]

An added particle of volume \(\Omega\) therefore costs the extra energy \(-\Omega\gamma_s y_{xx}\), and

\[
\mu=\mu_0-\Omega\gamma_s y_{xx}=\mu_0+\Omega\gamma_s k^2y . \tag{1}
\]

The chemical potential is high on crests and low in troughs. Surface particles of density \(\nu\) and diffusivity \(D\) drift down its gradient. The number crossing unit length of surface per unit time is

\[
J=-\frac{D\nu}{k_BT}\,\mu_x .
\]

This uses an unperturbed \(\nu\), which requires \(|\mu-\mu_0|\ll k_BT\). Conservation of volume gives

\[
y_t=-\Omega J_x=\frac{D\nu\Omega}{k_BT}\,\mu_{xx}=-B\,y_{xxxx},\qquad
B=\frac{D\nu\gamma_s\Omega^2}{k_BT}. \tag{2}
\]

For the ripple, \(y_{xxxx}=k^4y\), so \(a(t)=a(0)e^{-Bk^4t}\). By time \(t\), ripples with \(k\) well above \((Bt)^{-1/4}\) have been smoothed, and those with \(k\) well below it have barely changed. The length over which the surface has responded is thus

\[
L=(Bt)^{1/4}.
\]

If a grain boundary holds the surface at a fixed slope \(m\) at one point, the disturbance should have width of order \(L\) and height of order \(mL\). The rest of these notes establishes this and finds the coefficients.

## 2. What diffuses in an oxide

Let the oxide be \(\mathrm M_a\mathrm O_b\), with ionic charges \(z_Me\) and \(z_Oe\). Now \(\Omega\) is the volume of a formula unit, \(\mu\) its chemical potential and \(J\) the flux of formula units. An electric potential \(\phi\) couples the ions:

\[
J_i=-\frac{D_i\nu_i}{k_BT}\left(\mu_{i,x}+z_ie\,\phi_x\right),\qquad i=\mathrm{M,O}.
\]

Assume that the ions have no other coupling and that oxygen does not take a short cut through the gas. To keep the surface stoichiometric, the fluxes must be \(J_M=aJ\) and \(J_O=bJ\). Solve each equation for its driving force, multiply the first by \(a\) and the second by \(b\), and add:

\[
k_BT\,J\left(\frac{a^2}{D_M\nu_M}+\frac{b^2}{D_O\nu_O}\right)
=-\left[a\mu_{M,x}+b\mu_{O,x}+(az_M+bz_O)e\phi_x\right].
\]

A neutral formula unit has \(az_M+bz_O=0\), so the field drops out. With \(\mu=a\mu_M+b\mu_O\),

\[
J=-\frac{\Lambda}{k_BT}\mu_x,\qquad
\frac1\Lambda=\frac{a^2}{D_M\nu_M}+\frac{b^2}{D_O\nu_O}. \tag{3}
\]

The two ions act as resistances in series, and the larger resistance controls the flux. Equation (2) holds for the oxide with \(D\nu\) replaced by \(\Lambda\):

\[
B=\frac{\Lambda\gamma_s\Omega^2}{k_BT}.
\]

## 3. Conditions at the groove root

A straight, immobile boundary of energy \(\gamma_{gb}\) meets the surface at \(x=0\), perpendicular to it. Suppose the root lies a depth \(h\) below two fixed surface points at \(x=\pm w\). Lowering the root lengthens the surface and shortens the boundary:

\[
E(h)=2\gamma_s\sqrt{w^2+h^2}-\gamma_{gb}h .
\]

Setting \(dE/dh=0\) gives \(2\gamma_sh/\sqrt{w^2+h^2}=\gamma_{gb}\). If \(\theta\) is the surface inclination at the root,

\[
\sin\theta=\frac{\gamma_{gb}}{2\gamma_s}\equiv m,\qquad \tan\theta=\frac{m}{\sqrt{1-m^2}} .
\]

At small slope \(\tan\theta\simeq m\). Local equilibrium at the root is assumed to be fast, so this slope is present from the start.

The groove is symmetric, so we treat \(x>0\). If the boundary delivers no matter to the root, the surface flux there vanishes. Since \(J\propto y_{xxx}\), the full problem is

\[
y_t=-By_{xxxx},\quad y_x(0^+,t)=m,\quad y_{xxx}(0^+,t)=0,\quad y(x,0)=0, \tag{4}
\]

with \(y\) and its derivatives vanishing at large \(x\).

## 4. Why the exponent is one-fourth

Problem (4) has at most one such solution. Let \(w(x,t)\) be the difference of two solutions. Then \(w_x=w_{xxx}=0\) at the root and \(w=0\) initially. Two integrations by parts give

\[
\frac{d}{dt}\int_0^\infty\frac{w^2}{2}dx=-B\int_0^\infty ww_{xxxx}\,dx=-B\int_0^\infty w_{xx}^2\,dx\le0 .
\]

The boundary terms \(ww_{xxx}\) and \(w_xw_{xx}\) vanish at both ends. The integral of \(w^2\) starts at zero and cannot grow, so \(w=0\).

Now form a rescaled function from the solution, with \(\lambda\) a positive number:

\[
\tilde y(x,t)=\lambda^{-1}y(\lambda x,\lambda^4t).
\]

Both \(\tilde y_t\) and \(\tilde y_{xxxx}\) acquire the factor \(\lambda^3\), while the root slope is unchanged. The zero-flux and initial conditions are unchanged too. Hence \(\tilde y\) solves the same problem and must equal \(y\).

Choose a fixed length \(\ell\) and set \(\lambda=\ell/L\). Then \(\lambda^4t=\ell^4/B\) is constant, and

\[
y(x,t)=\frac{L}{\ell}\,y\!\left(\frac{\ell x}{L},\frac{\ell^4}{B}\right).
\]

So \(y/L\) depends on \(x/L\) alone. Since (4) is linear and \(m\) is its one source,

\[
y(x,t)=mL\,Z(u),\qquad u=\frac xL. \tag{5}
\]

Every height of the profile grows as \(t^{1/4}\), and so does every horizontal distance. Using \(L_t=L/(4t)\) and \(u_t=-u/(4t)\) in (2),

\[
\frac{mL}{4t}(Z-uZ')=-\frac{Bm}{L^3}Z'''' .
\]

With \(L^4=Bt\) this becomes \(Z''''=(uZ'-Z)/4\).

The exponent does not depend on small slope. For an isotropic surface of finite slope \(p=y_x\), the curvature is \(\partial_x[p/\sqrt{1+p^2}]\) and the gradient is taken along the arc, so

\[
y_t=-B\,\partial_x\left\{\frac{1}{\sqrt{1+p^2}}\,\partial_x^2\left[\frac{p}{\sqrt{1+p^2}}\right]\right\}.
\]

Rescaling leaves \(p\) unchanged, and the three outer derivatives again give \(\lambda^3\). Proportionality to \(m\) is lost, but the scaling survives, provided that this problem too has only one solution.

## 5. The profile

Define the cosine transform \(Y(k,t)=\int_0^\infty y\cos kx\,dx\). Integrating by parts twice,

\[
\int_0^\infty y_{xx}\cos kx\,dx=-y_x(0^+)+k\int_0^\infty y_x\sin kx\,dx=-m-k^2Y .
\]

The same operation on the fourth derivative, with \(y_{xxx}(0^+)=0\), gives

\[
\int_0^\infty y_{xxxx}\cos kx\,dx=-k^2\int_0^\infty y_{xx}\cos kx\,dx=k^2(m+k^2Y).
\]

Therefore \(Y_t=-Bk^2(m+k^2Y)\). The combination \(G=m+k^2Y\) obeys \(G_t=-Bk^4G\) and starts at \(m\), so

\[
Y=-\frac{m}{k^2}\left(1-e^{-Bk^4t}\right). \tag{6}
\]

As \(k\to0\), \(Y\to-mBk^2t\to0\). The total area under the profile is zero: matter removed from the groove is piled up beside it.

The inverse transform is \(y=(2/\pi)\int_0^\infty Y\cos kx\,dk\). With \(q=kL\),

\[
Z(u)=-\frac2\pi\int_0^\infty\frac{1-e^{-q^4}}{q^2}\cos(qu)\,dq. \tag{7}
\]

At the root, integrate by parts. The term \(-(1-e^{-q^4})/q\) vanishes at both limits, leaving

\[
Z(0)=-\frac2\pi\int_0^\infty4q^2e^{-q^4}dq=-\frac2\pi\Gamma\!\left(\tfrac34\right)=-0.780,
\]

where the last integral follows from \(s=q^4\).

For \(u>0\), differentiate (7) and use \(\int_0^\infty\sin(qu)/q\,dq=\pi/2\):

\[
Z'(u)=1-\frac2\pi\int_0^\infty e^{-q^4}\frac{\sin qu}{q}\,dq. \tag{8}
\]

This gives \(Z'(0^+)=1\), as required. Another derivative gives the root curvature

\[
Z''(0^+)=-\frac2\pi\int_0^\infty e^{-q^4}dq=-\frac2\pi\Gamma\!\left(\tfrac54\right)=-0.577 .
\]

The slope therefore falls away from the root. Its first zero, found numerically from (8), is \(u_m=2.300\), the crest of the first ridge. Integrating (8) from zero gives the rise to this crest:

\[
Z(u_m)-Z(0)=u_m-\frac2\pi\int_0^\infty e^{-q^4}\frac{1-\cos qu_m}{q^2}\,dq=0.974 .
\]

The measurable sizes are thus

\[
\boxed{\;d_g=0.974\,m(Bt)^{1/4},\qquad w_g=4.60\,(Bt)^{1/4}\;} \tag{9}
\]

where \(d_g\) is the depth from crest to root and \(w_g\) the distance between the two crests. Of the depth, \(0.780\,mL\) lies below the original surface and \(0.194\,mL\) above it. The ratio \(d_g/w_g=0.212\,m\) is independent of time and of \(B\), so within this small-slope model it gives \(\gamma_{gb}/\gamma_s\) without a diffusivity.

A numerical solution of the finite-slope equation tests these results without assuming (5). It started from a flat surface with root slope 0.01 and was read at \(Bt=1,4,16\) in arbitrary length units. Both exponents came out as 0.2500, and the coefficients as 0.9741 and 4.5998. Out to \(x=5L\), the profile differed from (7) by at most \(4.4\times10^{-5}\) in \(Z\). With root slope 0.3145 the two exponents were again 0.2500.

## 6. Two ways to lose the power law

**Neighbouring boundaries.** Let parallel boundaries lie a distance \(d\) apart. At the midpoint symmetry requires \(y_x=y_{xxx}=0\). A stationary profile has \(y_{xxxx}=0\), and zero flux then makes \(y_{xx}\) constant. Its slope must fall from \(m\) at \(x=0\) to zero at \(x=d/2\):

\[
y_x=m\left(1-\frac{2x}{d}\right),\qquad
d_{\max}=\int_0^{d/2}y_x\,dx=\frac{md}{4}. \tag{10}
\]

Deviations from this shape are ripples with \(k=2\pi n/d\), \(n=1,2,\ldots\), which decay as \(e^{-Bk^4t}\). Grooving therefore stops when each grain surface has uniform curvature and no gradient of \(\mu\) remains. The numerical solution with \(d=6\) length units reached \(d_{\max}/(md)=0.2500\) at \(Bt=60\).

**Evaporation.** Suppose the oxide also exchanges formula units of mass \(M_f\) with a surrounding vapour, held at the pressure \(p_v\) that is in equilibrium with a flat surface. Units arrive at the kinetic-theory rate and all of them stick. By (1), curvature changes the equilibrium pressure, and with it the rate of evaporation, by the fraction \(-\Omega\gamma_sy_{xx}/k_BT\). A flat surface then neither gains nor loses matter, while a curved one changes height at the additional rate

\[
Ay_{xx},\qquad A=\frac{p_v\gamma_s\Omega^2}{k_BT\sqrt{2\pi M_fk_BT}} .
\]

The transform of \(y_{xx}\) is \(-(m+k^2Y)\), so \(G\) now decays at the rate \(Bk^4+Ak^2\). With \(\alpha=At/L^2\), the root depth below the flat surface is

\[
-\frac{y(0,t)}{mL}=\frac2\pi\int_0^\infty\frac{1-e^{-q^4-\alpha q^2}}{q^2}\,dq. \tag{11}
\]

At \(\alpha=0.5\) the numerical solution agreed with this formula within 0.5 %.

Since \(L^2\propto t^{1/2}\), \(\alpha\) also grows as \(t^{1/2}\), and evaporation eventually dominates an isolated groove. For \(\alpha\gg1\) the important \(q\) are of order \(\alpha^{-1/2}\), where \(q^4\) is negligible. Integration by parts then gives

\[
\int_0^\infty\frac{1-e^{-\alpha q^2}}{q^2}dq=2\alpha\int_0^\infty e^{-\alpha q^2}dq=\sqrt{\pi\alpha},
\]

and hence \(-y(0,t)\simeq2m\sqrt{At/\pi}\). The exponent has changed to one-half.

A steady supply of matter through the boundary also breaks the law. It fixes a nonzero \(y_{xxx}(0^+)\), whereas the rescaling of Section 4 multiplies this quantity by \(\lambda^2\).

## 7. Alumina at 1673 K

Consider polycrystalline alumina, \(a=2\) and \(b=3\), annealed for 1, 4 and 16 h. The following values are illustrative, not a fit to one material: \(\gamma_s=1.0\) J/m², \(\gamma_{gb}=0.60\) J/m², and surface diffusivities \(D_{Al}=4\times10^{-8}\) and \(D_O=4\times10^{-9}\) cm²/s. That oxygen is the slower ion is an assumption.

The density 3.99 g/cm³ and molar mass 101.96 g/mol give \(\Omega=0.04243\) nm³. Take \(N=\Omega^{-2/3}=8.22\) nm⁻² formula units per area, so that \(\nu_{Al}=2N\) and \(\nu_O=3N\). Equation (3) becomes \(\Lambda=ND_{\rm eff}\), with

\[
\frac1{D_{\rm eff}}=\frac{2}{4\times10^{-8}}+\frac{3}{4\times10^{-9}}
=8.0\times10^8\ \mathrm{s/cm^2}.
\]

Thus \(D_{\rm eff}=1.25\times10^{-9}\) cm²/s \(=1.25\times10^5\) nm²/s. Oxygen supplies 94 % of the resistance. With \(k_BT=0.1442\) eV and \(\gamma_s=6.24\) eV/nm²,

\[
B=\frac{(1.25\times10^5)(8.22)(6.24)(0.04243)^2}{0.1442}
=8.0\times10^4\ \mathrm{nm^4/s}.
\]

After 1 h, \(L=(8.01\times10^4\times3600)^{1/4}=130\) nm. With \(m=0.60/2.0=0.30\), equation (9) gives \(d_g=0.974\times0.30\times130.3=38\) nm and \(w_g=4.60\times130.3\simeq600\) nm.

| Time (h) | \(L\) (nm) | Depth (nm) | Width (nm) |
|---:|---:|---:|---:|
| 1 | 130 | 38 | 600 |
| 4 | 180 | 54 | 850 |
| 16 | 260 | 76 | 1200 |

Sixteen times the annealing time doubles both dimensions. For a barrier layer much thicker than the groove, the local loss of thickness is measured from the original surface. It is \(0.780\,mL\), or 30 nm after 1 h and 61 nm after 16 h.

The neglected effects have these sizes:

- **Finite slope.** The root slope is really \(\tan\theta=0.3145\), with a dihedral angle of 145°. Relative to (9) with \(m=0.30\), the finite-slope solution is 1.7 % deeper and 0.4 % narrower. The correction grows roughly as \(m^2\), and many alumina boundaries have smaller dihedral angles. At 120° (\(m=0.5\)) the groove is 5 % deeper and 1.2 % narrower than (9), and \(d_g/w_g\) exceeds \(0.212\,m\) by 6 %; at 106° (\(m=0.6\)) it exceeds it by 10 %.
- **Evaporation.** For surroundings saturated with oxide vapour at an assumed \(10^{-7}\) Torr, \(\alpha=5.6\times10^{-3}\) at 16 h. By (11), the root is 0.42 % deeper than without evaporation. This is only a rough estimate, because alumina evaporates mostly as smaller species, not as whole formula units. In a vacuum the whole surface would also recede, with sloping parts losing height faster than flat ones, and this estimate would not apply.
- **Lattice diffusion.** Transport through a layer of thickness \(L\), compared with transport along the surface, is of order \(D_{\rm lat}L/(\Omega ND_{\rm eff})\). For an assumed \(D_{\rm lat}=10^{-15}\) cm²/s this is \(6\times10^{-4}\) at 16 h.
- **Linear chemical potential.** At the root \(|\mu-\mu_0|/k_BT=2.4\times10^{-3}\) after 1 h. It varies as \(1/L\), so the approximation is worse at earlier times.
- **Overlap.** For a grain size of 5000 nm, the groove width at 16 h is 0.24 of the boundary spacing. In the small-slope approximation, equation (10) limits the depth to 375 nm, which the isolated-groove law would reach only after roughly \(10^4\) h. That law fails sooner, because the slowest ripple, \(k=2\pi/d\), decays in \(1/(Bk^4)\approx1400\) h. Summing the decaying ripples of Section 6, the depth follows (9) within about 1 % up to 300 h, exceeds it by 6 % at 1000 h and by 19 % at 2000 h, and reaches 95 % of the limit after about 3900 h.

These conditions resemble the thermal etching of polished alumina, where grooves make the grain boundaries visible. If the etching is done in air, oxygen may also move through the gas, provided electrons or holes can balance the charge. If that path is fast enough, surface diffusion of oxygen no longer sets the rate as assumed here. The least certain inputs are the surface diffusivities, which may be wrong by a factor of ten or more. If both are ten times larger, with all else fixed, every length grows by the factor 1.78, and the 1 h depth becomes 68 nm. At small slope and fixed \(B\), the depth is also proportional to \(\gamma_{gb}/\gamma_s\), and \(\gamma_{gb}\) differs from one boundary to another. Real alumina surfaces can also be anisotropic and faceted, which breaks the assumption of one isotropic \(\gamma_s\); that error has not been computed here. In an alumina scale still growing along its grain boundaries, the zero-flux condition at the root can fail as well, and (9) should not be used without checking it. The numerical output below gives the values in full.

## Computed results

```
Z(0) = -0.7801
Z''(0+) = -0.5770
ridge position u_m = 2.2999
depth/(m L) = 0.9741
width/L = 4.5998
integral of Z = 6.6e-10
simulated depth exponent = 0.2500
simulated width exponent = 0.2500
simulated depth/(m L) = 0.9741
simulated width/L = 4.5998
largest profile error in Z = 4.4e-05
simulated saturated depth/(m d) = 0.2500
temperature = 1673 K
kT = 0.1442 eV
surface energy = 1.00 J/m^2
boundary energy = 0.60 J/m^2
density = 3.99 g/cm^3
molar mass = 101.96 g/mol
formula-unit volume = 0.04243 nm^3
formula units per area = 8.220 nm^-2
surface D of Al = 4.0e-08 cm^2/s
surface D of O = 4.0e-09 cm^2/s
effective surface D = 1.250e-09 cm^2/s
small-slope m = 0.3000
exact root slope = 0.3145
dihedral angle = 145.1 deg
B = 8.0095e+04 nm^4/s
1 h: L 130.3, depth 38.1, width 599.4 nm
4 h: L 184.3, depth 53.9, width 847.7 nm
16 h: L 260.6, depth 76.2, width 1198.8 nm
finite-slope depth exponent = 0.2500
finite-slope width exponent = 0.2500
finite-slope depth at 1 h = 38.7 nm
finite-slope width at 1 h = 597.0 nm
depth change by finite slope = 1.7 %
width change by finite slope = -0.4 %
vapour pressure = 1.0e-07 Torr
evaporation strength A t/L^2 at 16 h = 5.62e-03
root depth change by evaporation = 0.42 %
lattice D = 1.0e-15 cm^2/s
lattice/surface transport at 16 h = 6.0e-04
root Gibbs-Thomson ratio at 1 h = 2.4e-03
grain size = 5000 nm
width/grain size at 16 h = 0.240
saturated depth = 375 nm
power law would reach it at 9.40e+03 h
size factor for tenfold D = 1.778
```
